# Why a potential gradient overestimates the spin-orbit splitting of fluorine: test program

```python
"""Spin-orbit constant zeta of the fluorine 2p shell (2p^5, term 2P).

Result under test, with a = alpha^2/2 and <f> the mean over the 2p orbital:
  zeta = a<Z/r^3> - a<(2 n1s + 2 n2s + 6 n2p)/r^3> + X,
  X    = sum over s shells of 2a Int R S' y1 r dr  +  3a<n2p/r^3>,
and E(J=1/2) - E(J=3/2) = 1.5 zeta. One third of X is spin-same-orbit
exchange, two thirds are spin-other-orbit exchange. The gradient of a local
potential V gives only a<(1/r)dV/dr>, which is too large for fluorine.
R, S: radial functions of 2p and of an s shell; n(r): charge of one electron
inside r; y1: dipole potential of the product S R. Hartree atomic units.
The left side is computed from explicit sums over pairs of spin orbitals.
"""
import numpy as np
from math import gamma
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid
from scipy.constants import fine_structure, physical_constants
from pyscf import gto
from pyscf.dft import libxc

Z = 9
a = fine_structure**2 / 2
to_cm = physical_constants['hartree-inverse meter relationship'][0] / 100
s_exps = [0.12 * 2.6**k for k in range(15)]
p_exps = [0.08 * 2.5**k for k in range(12)]
basis = [[0, [e, 1.0]] for e in s_exps] + [[1, [e, 1.0]] for e in p_exps]
mol = gto.M(atom='F 0 0 0', basis={'F': basis}, spin=1, verbose=0)
nao = mol.nao_nr()
loc = mol.ao_loc_nr()
s_shells = [b for b in range(mol.nbas) if mol.bas_angular(b) == 0]
p_shells = [b for b in range(mol.nbas) if mol.bas_angular(b) == 1]
s_idx = np.array([loc[b] for b in s_shells])
p_idx = np.array([loc[b] for b in p_shells])
s_exp = np.array([mol.bas_exp(b)[0] for b in s_shells])
p_exp = np.array([mol.bas_exp(b)[0] for b in p_shells])

# radial grid, uniform in ln r, and normalized radial primitives
log_r = np.linspace(np.log(1e-5), np.log(30.0), 2400)
step = log_r[1] - log_r[0]
r = np.exp(log_r)


def primitive(l, e):
    norm = np.sqrt(2 * (2 * e)**(l + 1.5) / gamma(l + 1.5))
    return norm * r**l * np.exp(-e * r**2)


chi_s = np.array([primitive(0, e) for e in s_exp])
chi_p = np.array([primitive(1, e) for e in p_exp])
dchi_s = -2 * s_exp[:, None] * r * chi_s


def integral(f):
    return np.sum(f * r) * step


def running(f):
    return cumulative_trapezoid(f * r, dx=step, initial=0)


# self-consistent field with one common 2p radial function
kin = mol.intor('int1e_kin')
core = kin + mol.intor('int1e_nuc')
overlap = mol.intor('int1e_ovlp')
eri = mol.intor('int2e', aosym='s1').reshape(nao, nao, nao, nao)
coul_mat = eri.reshape(nao**2, nao**2)
hf_mat = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(nao**2, nao**2)
ss, pp = np.ix_(s_idx, s_idx), np.ix_(p_idx, p_idx)


def embed(ds, dp):
    full_s, full_p = np.zeros((nao, nao)), np.zeros((nao, nao))
    full_s[ss] = ds
    for c in range(3):
        full_p[np.ix_(p_idx + c, p_idx + c)] = dp
    return full_s, full_p


def apply(mat, d):
    return (mat @ d.ravel()).reshape(nao, nao)


def v_xc(rho):
    return libxc.eval_xc('lda,vwn', np.ascontiguousarray(rho))[1][0]


def solve(fs, fp):
    cs = eigh(fs, overlap[ss])[1][:, :2]
    cp = eigh(fp, overlap[pp])[1][:, 0]
    return cs, cp, 2 * cs @ cs.T, 2 * np.outer(cp, cp)


def scf(lda, ds, dp):
    for _ in range(200):
        full_s, full_p = embed(ds, dp)
        if lda:
            fock = core + apply(coul_mat, full_s + 5 / 6 * full_p)
            rho = (np.sum(chi_s * (ds @ chi_s), axis=0)
                   + 2.5 * np.sum(chi_p * (dp @ chi_p), axis=0)) / (4 * np.pi)
            weight = v_xc(rho) * r**3 * step
            fs = fock[ss] + (chi_s * weight) @ chi_s.T
            fp = fock[pp] + (chi_p * weight) @ chi_p.T
        else:
            # a 2p electron meets 4 others, an s electron meets 5 of them
            g_s, g_p = apply(hf_mat, full_s), apply(hf_mat, full_p)
            fs = (core + g_s + 5 / 6 * g_p)[ss]
            fp = (core + g_s + 4 / 5 * g_p)[pp]
        cs, cp, new_s, new_p = solve(fs, fp)
        change = max(abs(new_s - ds).max(), abs(new_p - dp).max())
        if change < 1e-8:
            return cs, cp, new_s, new_p
        ds, dp = 0.4 * ds + 0.6 * new_s, 0.4 * dp + 0.6 * new_p
    raise RuntimeError('self-consistent field did not converge')


_, _, ds0, dp0 = solve(core[ss], core[pp])
cs, cp, ds, dp = scf(False, ds0, dp0)
cs_lda, cp_lda, _, _ = scf(True, ds, dp)
full_s, full_p = embed(ds, dp)
g_s, g_p = apply(hf_mat, full_s), apply(hf_mat, full_p)
dens = full_s + 5 / 6 * full_p
e_hf = (np.sum(core * dens) + 0.5 * np.sum(full_s * g_s)
        + 5 / 6 * np.sum(full_s * g_p) + 1 / 3 * np.sum(full_p * g_p))
e_kin = np.sum(kin * dens)
virial = -(e_hf - e_kin) / e_kin
assert abs(virial - 2) < 1e-4


# radial formulas and local-potential recipes for a given set of orbitals
def analyse(cs, cp):
    R = cp @ chi_p
    S, dS = cs.T @ chi_s, cs.T @ dchi_s
    n_s = [running(f**2 * r**2) for f in S]
    n_p = running(R**2 * r**2)
    out = {'r3': integral(R**2 / r)}
    out['nuc'] = a * Z * out['r3']
    out['J1s'] = -2 * a * integral(R**2 / r * n_s[0])
    out['J2s'] = -2 * a * integral(R**2 / r * n_s[1])
    out['one2p'] = a * integral(R**2 / r * n_p)
    out['J2p'] = -6 * out['one2p']
    for name, f, df in zip(('X1s', 'X2s'), S, dS):
        outer = running(f * R)
        y1 = running(r**3 * f * R) / r**2 + r * (outer[-1] - outer)
        out[name] = 2 * a * integral(R * df * y1 * r)
    out['X2p'] = 3 * out['one2p']
    out['J'] = out['J1s'] + out['J2s'] + out['J2p']
    out['X'] = out['X1s'] + out['X2s'] + out['X2p']
    out['full'] = out['nuc'] + out['J'] + out['X']
    # potentials as functions of r, differentiated numerically
    shell = 2 * S[0]**2 + 2 * S[1]**2 + 5 * R**2
    outer = running(shell * r)
    hartree = running(shell * r**2) / r + outer[-1] - outer - Z / r
    xc = v_xc(shell / (4 * np.pi))
    out['hartree'] = a * integral(R**2 * np.gradient(hartree, step))
    out['xc'] = a * integral(R**2 * np.gradient(xc, step))
    out['ks'] = out['hartree'] + out['xc']
    return out


hf = analyse(cs, cp)
lda = analyse(cs_lda, cp_lda)
for q in (hf, lda):
    gauss_law = q['nuc'] + q['J'] + q['one2p']
    assert abs(q['hartree'] / gauss_law - 1) < 1e-4  # finite-difference error

# explicit Breit-Pauli expectation values with complex spin orbitals
contracted = [[0] + [[e, c[0], c[1]] for e, c in zip(s_exp, cs)],
              [1] + [[e, c] for e, c in zip(p_exp, cp)]]
small = gto.M(atom='F 0 0 0', basis={'F': contracted}, spin=1, verbose=0)
assert abs(small.intor('int1e_ovlp') - np.eye(5)).max() < 1e-7
C = np.zeros((5, 5), complex)      # columns: 1s, 2s, 2p m=+1, 0, -1
C[0, 0] = C[1, 1] = C[4, 3] = 1
C[2, 2], C[3, 2] = -np.sqrt(0.5), -1j * np.sqrt(0.5)
C[2, 4], C[3, 4] = np.sqrt(0.5), -1j * np.sqrt(0.5)


def to_complex(t):
    return np.einsum('ijkl,ia,jb,kc,ld->abcd', t, C.conj(), C, C.conj(), C,
                     optimize=True)


# (grad V x p)_z = i Int V (grad bra x grad ket)_z after partial integration
t1 = small.intor('int1e_ipnucip', comp=9).reshape(3, 3, 5, 5)
t2 = small.intor('int2e_ipvip1', comp=9).reshape(3, 3, 5, 5, 5, 5)
so1 = C.conj().T @ (1j * (t1[0, 1] - t1[1, 0])) @ C
so2 = to_complex(1j * (t2[0, 1] - t2[1, 0]))
# The library's order of the two gradients fixes one overall sign: attraction
# must give a positive value for m=+1 and repulsion a negative one.
so1 = so1 * np.sign(so1[2, 2].real)
so2 = -so2 * np.sign(so2[2, 2, 0, 0].real)
h5 = C.conj().T @ (small.intor('int1e_kin') + small.intor('int1e_nuc')) @ C
g5 = to_complex(small.intor('int2e', aosym='s1').reshape(5, 5, 5, 5))


def determinant(hole):
    """Coulomb energy; nuclear, same-orbit and other-orbit spin-orbit energy."""
    occ = [(o, s) for o in range(5) for s in (0.5, -0.5) if (o, s) != hole]
    coulomb = nuclear = same = other = 0.0
    for p, sp in occ:
        coulomb += h5[p, p].real
        nuclear += a * sp * so1[p, p].real
        for q, sq in occ:
            if (p, sp) == (q, sq):
                continue
            parallel = 1.0 if sp == sq else 0.0
            direct, exch = so2[p, p, q, q].real, so2[p, q, q, p].real
            same += a * sp * (direct - parallel * exch)
            other += 2 * a * sq * (direct - parallel * exch)
            coulomb += 0.5 * (g5[p, p, q, q] - parallel * g5[p, q, q, p]).real
    return np.array([coulomb, nuclear, same, other])


stretched = determinant((4, -0.5))            # M_L=1, M_S=1/2: pure J=3/2
trace = determinant((4, 0.5)) + determinant((3, -0.5))   # both M_J=1/2
assert abs(stretched[0] - e_hf) < 1e-6
split_parts = (trace - 2 * stretched)[1:]     # E(J=1/2) - E(J=3/2)
split_det = split_parts.sum()
expected = 1.5 * np.array([hf['nuc'], hf['J'] + hf['X'] / 3, 2 * hf['X'] / 3])
assert np.allclose(split_parts, expected, rtol=2e-4, atol=1e-8)
assert abs(split_det / (1.5 * hf['full']) - 1) < 1e-4

# direction of the errors, on both sets of orbitals
for q in (hf, lda):
    assert q['X'] < 0 < q['xc']
    assert q['ks'] > q['hartree'] > q['full']


def show(label, value, unit='microhartree', digits=2):
    print(f'{label}: {value:.{digits}f} {unit}')


print('FLUORINE, HARTREE-FOCK ORBITALS')
show('total energy', e_hf, 'hartree', 5)
show('virial ratio -V/T', virial, '(no unit)', 6)
show('a = alpha^2/2', a * 1e6, '1e-6 (no unit)', 4)
show('<r^-3> of 2p', hf['r3'], 'bohr^-3', 4)
for label, key in (('nuclear term', 'nuc'), ('direct 1s^2', 'J1s'),
                   ('direct 2s^2', 'J2s'), ('direct 2p^6', 'J2p'),
                   ('direct sum', 'J'), ('exchange 1s', 'X1s'),
                   ('exchange 2s', 'X2s'), ('exchange 2p', 'X2p'),
                   ('exchange sum', 'X')):
    show('zeta, ' + label, hf[key] * 1e6)
show('zeta, same-orbit exchange', hf['X'] / 3 * 1e6)
show('zeta, other-orbit exchange', 2 * hf['X'] / 3 * 1e6)
show('zeta, full', hf['full'] * 1e6)
show('zeta, Hartree gradient', hf['hartree'] * 1e6)
show('zeta, added by LDA v_xc gradient', hf['xc'] * 1e6)
show('zeta, Hartree + LDA v_xc gradient', hf['ks'] * 1e6)
excess = hf['hartree'] - hf['full']
show('Hartree excess in zeta', excess * 1e6)
show('  from one missing 2p electron', hf['one2p'] * 1e6)
show('  share of other-orbit exchange', -200 * hf['X'] / 3 / excess, '%', 1)
show('  share of same-orbit exchange', -100 * hf['X'] / 3 / excess, '%', 1)
show('  share of missing 2p electron', 100 * hf['one2p'] / excess, '%', 1)
print('SPLITTING FROM EXPLICIT PAIR SUMS')
for label, value in zip(('nuclear', 'two-electron same-orbit',
                         'two-electron other-orbit'), split_parts):
    show(label, value * 1e6)
show('total', split_det * 1e6)
show('1.5 zeta from radial formulas', 1.5 * hf['full'] * 1e6)
for title, q in (('HARTREE-FOCK', hf), ('SELF-CONSISTENT LDA', lda)):
    print('SPLITTINGS 1.5 zeta ON ' + title + ' ORBITALS')
    for label, key in (('full mean field', 'full'),
                       ('Hartree gradient', 'hartree'),
                       ('Kohn-Sham LDA gradient', 'ks')):
        show(label, 1.5 * q[key] * to_cm, 'cm^-1', 1)
    show('Hartree error', 100 * (q['hartree'] / q['full'] - 1), '%', 1)
    show('Kohn-Sham error', 100 * (q['ks'] / q['full'] - 1), '%', 1)
show('<r^-3> of 2p, LDA orbitals', lda['r3'], 'bohr^-3', 4)
print('ALL CHECKS PASSED')
```

Output:

```
FLUORINE, HARTREE-FOCK ORBITALS
total energy: -99.40894 hartree
virial ratio -V/T: 2.000000 (no unit)
a = alpha^2/2: 26.6257 1e-6 (no unit)
<r^-3> of 2p: 7.5444 bohr^-3
zeta, nuclear term: 1807.88 microhartree
zeta, direct 1s^2: -271.46 microhartree
zeta, direct 2s^2: -30.78 microhartree
zeta, direct 2p^6: -94.53 microhartree
zeta, direct sum: -396.77 microhartree
zeta, exchange 1s: -242.97 microhartree
zeta, exchange 2s: 6.59 microhartree
zeta, exchange 2p: 47.27 microhartree
zeta, exchange sum: -189.12 microhartree
zeta, same-orbit exchange: -63.04 microhartree
zeta, other-orbit exchange: -126.08 microhartree
zeta, full: 1221.99 microhartree
zeta, Hartree gradient: 1426.88 microhartree
zeta, added by LDA v_xc gradient: 72.98 microhartree
zeta, Hartree + LDA v_xc gradient: 1499.86 microhartree
Hartree excess in zeta: 204.89 microhartree
  from one missing 2p electron: 15.76 microhartree
  share of other-orbit exchange: 61.5 %
  share of same-orbit exchange: 30.8 %
  share of missing 2p electron: 7.7 %
SPLITTING FROM EXPLICIT PAIR SUMS
nuclear: 2711.83 microhartree
two-electron same-orbit: -689.72 microhartree
two-electron other-orbit: -189.12 microhartree
total: 1832.99 microhartree
1.5 zeta from radial formulas: 1832.98 microhartree
SPLITTINGS 1.5 zeta ON HARTREE-FOCK ORBITALS
full mean field: 402.3 cm^-1
Hartree gradient: 469.7 cm^-1
Kohn-Sham LDA gradient: 493.8 cm^-1
Hartree error: 16.8 %
Kohn-Sham error: 22.7 %
SPLITTINGS 1.5 zeta ON SELF-CONSISTENT LDA ORBITALS
full mean field: 419.5 cm^-1
Hartree gradient: 490.2 cm^-1
Kohn-Sham LDA gradient: 515.0 cm^-1
Hartree error: 16.8 %
Kohn-Sham error: 22.8 %
<r^-3> of 2p, LDA orbitals: 7.8290 bohr^-3
ALL CHECKS PASSED
```
